**B-spline radial Dirac solver: equal bases against dual kinetic balance (DKB)**

In Hartree atomic units, with D = d/dr + κ/r, ζ = Z/c, γ = √(κ² − ζ²), e = (E + c²)/c and spline order k, equal bases for P and Q with V = −Z/r give identical spectra for κ and −κ, hence a false level for κ > 0. The program asserts this coincidence, the bound E ≥ c²(γ/|κ| − 1), the relation σ² = e²κ²/γ² − c² for a singular value of d + γW − ζe/γ, the slope 1 − 2k of the alternating mode and its envelope in hydrogen. For the DKB basis (b, Db/2c), (−D†b/2c, b) it asserts the overlap and kinetic block identities, charge-conjugation symmetry, the c⁻² approach to Schrödinger Rayleigh–Ritz levels with coefficient −5/128 for 2p½, the count of eigenvalues below −2c², and ordered agreement with the Sommerfeld formula for Z = 1, 20, 50, 80. The origin rule merges the r and r² splines so that b″(0) = 0 for |κ| = 1; the negative control without it fails at Z = 50, where the output shows a false κ = −1 level at −10510 hartree. For Hg⁷⁹⁺ with a uniformly charged nucleus of radius 7.0 fm (no QED, recoil or nuclear polarization), nine DKB levels are asserted to match ODE shooting in order within 10⁻⁷ relative, giving 1s = −96.06 keV. Equal bases show one extra alternating level for κ = +1 (−1574 hartree) and κ = +2 (−684 hartree), and the κ = +1 level moves from −1799 to −1393 hartree between k = 6 and 8 while the DKB 1s and 2p½ levels stay fixed.

## Verification by program

```python
# Radial Dirac equation in B-splines, Hartree atomic units, E without rest energy.
# H = [[V, c(-d/dr+kappa/r)], [c(d/dr+kappa/r), V-2c^2]] on (P,Q);  D = d/dr+kappa/r.
# Under test: (A) equal bases for P and Q with V=-Z/r give identical spectra for
# kappa and -kappa, so kappa>0 has a false level; (B) it is an alternating mode with
# envelope r^(gamma/v) exp(-a r/v), v=2k-1, a=zeta*e/gamma, zeta=Z/c, e=(E+c^2)/c,
# gamma=sqrt(kappa^2-zeta^2), k = spline order; (C) the dual-kinetic-balance (DKB)
# basis L=(b, Db/2c), S=((d/dr-kappa/r)b/2c, b) gives only physical levels, with the
# origin rule: b starts at r^2, except b = r+O(r^3) in L (kappa=-1) and S (kappa=+1).
# kind='naive' keeps the r and r^2 splines separately there (negative control).
# References: Sommerfeld formula, ODE shooting, Schroedinger Rayleigh-Ritz.
import numpy as np
from scipy.interpolate import BSpline
from scipy.linalg import eigh, cholesky, solve_triangular, svdvals
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import alpha, physical_constants as pc

C = 1/alpha
KEV = pc['Hartree energy in eV'][0]/1e3
BOHR_FM = pc['Bohr radius'][0]*1e15

class Splines:
    def __init__(s, breaks, k):
        t = np.r_[[breaks[0]]*(k-1), breaks, [breaks[-1]]*(k-1)]
        s.n = len(t)-k
        g, gw = np.polynomial.legendre.leggauss(k+6)
        lo, h = breaks[:-1, None], np.diff(breaks)[:, None]
        s.x = (lo+h*(g+1)/2).ravel()
        s.w = (h*gw/2).ravel()
        sp = BSpline(t, np.eye(s.n), k-1)
        s.B, s.B1, s.B2 = (sp(s.x, nu=m) for m in range(3))
        s.curv0 = sp(np.array([0.0]), nu=2)[0]
        s.greville = np.array([t[i+1:i+k].mean() for i in range(s.n)])
    def dot(s, f, g, u=1.0):
        return f.T @ ((s.w*u)[:, None]*g)
    def pick(s, linear, kind):
        # columns: DKB functions b as combinations of splines
        if linear and kind == 'naive':
            return np.eye(s.n)[:, 1:s.n-2]
        T = np.eye(s.n)[:, 2:s.n-2].copy()
        if linear:
            T[1, 0], T[2, 0] = 1.0, -s.curv0[1]/s.curv0[2]
        return T

def matrices(s, kap, V, kind, c=C):
    r = s.x[:, None]
    if kind == 'equal':
        B, B1 = s.B[:, 1:-1], s.B1[:, 1:-1]
        O = 0*B
        P, Q, DP = np.c_[B, O], np.c_[O, B], np.c_[B1+kap*B/r, O]
        nsmall = B.shape[1]
    else:
        TL, TS = s.pick(kap == -1, kind), s.pick(kap == 1, kind)
        BL, BS = s.B @ TL, s.B @ TS
        DL = s.B1 @ TL+kap*BL/r
        P = np.c_[BL, (s.B1 @ TS-kap*BS/r)/(2*c)]
        Q = np.c_[DL/(2*c), BS]
        DP = np.c_[DL, (s.B2 @ TS-kap*(kap-1)*BS/r**2)/(2*c)]
        nsmall = BS.shape[1]
    v = V(s.x)
    K = s.dot(Q, DP)
    H = s.dot(P, P, v)+s.dot(Q, Q, v-2*c*c)+c*(K+K.T)
    return H, s.dot(P, P)+s.dot(Q, Q), nsmall

def solve(s, kap, V, kind, c=C, m=5, attractive=True):
    H, S, ns = matrices(s, kap, V, kind, c)
    sc = 1/np.sqrt(np.diag(S))
    E, U = eigh(H*np.outer(sc, sc), S*np.outer(sc, sc))
    if attractive:
        assert np.sum(E < -2*c*c) == ns     # nothing dives into or leaves the lower branch
    U = sc[:, None]*U[:, ns:ns+m]
    low = np.array([u @ H @ u/(u @ S @ u) for u in U.T])
    return E, low, U

def sommerfeld(Z, n, kap):
    z = Z/C
    return C*C*((1+(z/(n-abs(kap)+np.sqrt(kap*kap-z*z)))**2)**-0.5-1)
def nmin(kap): return -kap if kap < 0 else kap+1
def coulomb(Z): return lambda r: -Z/r

Z, RFM, RMAX, K = 80, 7.0, 1.5, 7
RN = RFM/BOHR_FM
breaks = np.r_[np.linspace(0, RN, 9)[:-1], np.geomspace(RN, RMAX, 81)]
def sphere(r): return np.where(r < RN, -Z*(3-(r/RN)**2)/(2*RN), -Z/r)
sp = Splines(breaks, K)
print(f"c = {C:.9f} a.u.; Z = {Z}; R_nuc = {RFM} fm = {RN:.6e} bohr")
print(f"order k = {K}; splines = {sp.n}; box = {RMAX} bohr; knot ratio = {breaks[-1]/breaks[-2]:.5f}")
print(f"2c^2 = {2*C*C:.3f} hartree; radius Z/2c^2 = {Z/(2*C*C):.4e} bohr")

# equal bases, point nucleus: kappa and -kappa isospectral
print("equal bases, point nucleus, Z=80 (hartree):")
for kap in (1, 2):
    Ep, lp, _ = solve(sp, kap, coulomb(Z), 'equal')
    Em, lm, _ = solve(sp, -kap, coulomb(Z), 'equal')
    dev = np.max(abs(Ep-Em)/abs(Em+C*C))
    E0 = sommerfeld(Z, kap, -kap)
    assert dev < 1e-7 and lp[0] > E0*(1+1e-9) and abs(lp[0]/E0-1) < 1e-4
    print(f" kappa=+{kap}: {lp[0]:.6f}  -{kap}: {lm[0]:.6f}  Sommerfeld(-{kap}): {E0:.6f}")
    print(f" true lowest +{kap}: {sommerfeld(Z, kap+1, kap):.6f}; max rel. spectrum diff {dev:.1e}")
    B, B1 = sp.B[:, 1:-1], sp.B1[:, 1:-1]
    gam, e = np.sqrt(kap**2-(Z/C)**2), (lp[1]+C*C)/C
    S = sp.dot(B, B)
    A = sp.dot(B, B1)+gam*sp.dot(B, B, 1/sp.x)-(Z/C)*e/gam*S
    L = cholesky(S, lower=True)
    A = solve_triangular(L, solve_triangular(L, A, lower=True).T, lower=True).T
    target = (e*kap/gam)**2-C*C
    sig2 = svdvals(A)**2
    near = sig2[np.argmin(abs(sig2-target))]
    assert abs(near/target-1) < 1e-6
    print(f" gamma = {gam:.6f}; 2nd level sigma^2 = {near:.5f}, formula {target:.5f} bohr^-2")

# slope of the derivative symbol for the alternating mode on uniform knots
for k in (3, 4, 5, 7):
    u = Splines(np.linspace(0, 15, 31), k)
    i, j = u.n//2, np.arange(u.n)
    sgn = (-1.0)**(j-i)
    slope = (u.dot(u.B, u.B1)[i] @ (sgn*0.5*(j-i)))/(u.dot(u.B, u.B)[i] @ sgn)
    assert abs(slope-(1-2*k)) < 1e-8
    print(f"alternating-mode slope, k={k}: {slope:.8f}")

# hydrogen, uniform knots: envelope and kinetic energy of the false state
u = Splines(np.linspace(0, 60, 241), 3)
_, low, U = solve(u, 1, coulomb(1), 'equal', m=2)
n = u.n-2
coef, g = U[:n, 0], u.greville[1:-1]
y = coef*(-1.0)**np.arange(n)
win = (g > 5) & (g < 30)
assert np.all(y[win] > 0) or np.all(y[win] < 0)
env = lambda i: (y[i-1]+2*y[i]+y[i+1])/4
i1, i2 = np.argmin(abs(g-10)), np.argmin(abs(g-20))
gam = np.sqrt(1-1/C**2)
a = (low[0]+C*C)/C**2/gam
meas = np.log(env(i2)/env(i1))
pred = (gam*np.log(g[i2]/g[i1])-a*(g[i2]-g[i1]))/5
assert abs(meas/pred-1) < 0.02 and abs(low[0]-sommerfeld(1, 1, -1)) < 1e-3
B = u.B[:, 1:-1]
DB = u.B1[:, 1:-1]+B/u.x[:, None]
S, proj = u.dot(B, B), u.dot(B, DB) @ coef
norm = coef @ S @ coef
Tproj = 0.5*proj @ np.linalg.solve(S, proj)/norm
Tfull = 0.5*coef @ u.dot(DB, DB) @ coef/norm
assert abs(Tproj-0.5) < 0.01 and Tfull > 50*Tproj
print(f"H, k=3, h=0.25, box 60 bohr, equal, kappa=+1: {low[0]:.7f}, {low[1]:.7f} hartree")
print(f" ln envelope ratio r={g[i1]:.3f}->{g[i2]:.3f} bohr: {meas:.4f}, predicted {pred:.4f}")
print(f" kinetic energy projected {Tproj:.4f}, unprojected {Tfull:.2f} hartree")

# DKB identities and nonrelativistic limit
u = Splines(np.linspace(0, 40, 81), 5)
H, S, ns = matrices(u, 1, lambda r: 0*r, 'dkb')
nl = len(H)-ns
B, B1 = u.B[:, 2:-2], u.B1[:, 2:-2]
T = 0.5*(u.dot(B1, B1)+2*u.dot(B, B, 1/u.x**2))
assert np.max(abs(S[:nl, nl:])) < 1e-12 and np.max(abs(H[:nl, :nl]-T)) < 1e-9
ritz = eigh(T-u.dot(B, B, 1/u.x), u.dot(B, B))[0][:2]
assert ritz[0] > -1/8-1e-10 and ritz[1] > -1/18-1e-10
d1, d2 = (solve(u, 1, coulomb(1), 'dkb', c=c, m=2)[1]-ritz for c in (100., 200.))
assert np.all(abs(d1/d2-4) < 0.05) and abs(d2[0]*200**2/(-5/128)-1) < 0.01
print(f"H, k=5, h=0.5, box 40: Ritz p levels {ritz[0]:.8f}, {ritz[1]:.8f} hartree")
print(f" DKB-Ritz 2p: c=100 {d1[0]:.4e}, c=200 {d2[0]:.4e} hartree; c^2*shift {d2[0]*4e4:.5f}")
Ea = solve(sp, 1, sphere, 'dkb')[0]
Eb = solve(sp, -1, lambda r: -sphere(r), 'dkb', attractive=False)[0]
cdev = np.max(abs(Ea+2*C*C+Eb[::-1])/abs(Ea+C*C))
assert cdev < 1e-7
print(f"DKB charge-conjugation max rel. deviation {cdev:.1e}")

# DKB, point nucleus: ordered levels against the Sommerfeld formula
for z in (1, 20, 50, 80):
    s, err = Splines(breaks*Z/z, K), []
    for kap in (-1, 1, -2, 2):
        low = solve(s, kap, coulomb(z), 'dkb', m=3)[1]
        ref = np.array([sommerfeld(z, nmin(kap)+j, kap) for j in range(3)])
        err.append(np.max(abs(low/ref-1)))
    print(f"DKB point Z={z}: rel. error, 3 levels, kappa -1,+1,-2,+2: "
          + " ".join(f"{x:.1e}" for x in err))
    assert max(err) < 1e-4    # limited by the r^gamma behaviour in the first interval

# negative control: r and r^2 splines kept separately at the origin
s, err = Splines(breaks*Z/50, K), []
for kap in (-1, 1):
    _, low, U = solve(s, kap, coulomb(50), 'naive', m=3)
    ref = np.array([sommerfeld(50, nmin(kap)+j, kap) for j in range(3)])
    err.append(np.max(abs(low/ref-1)))
    far = int(np.argmax([np.min(abs(x/ref-1)) for x in low]))
    flips = int(np.sum(U[1:40, far]*U[:39, far] < 0))
    print(f"naive origin rule Z=50 kappa={kap:+d}: " + " ".join(f"{x:.3f}" for x in low) + " hartree")
    print("  true " + " ".join(f"{x:.3f}" for x in ref)
          + f"; worst level no. {far+1}, inner sign changes {flips} of 39")
assert max(err) > 1e-4

# reference for the extended nucleus by shooting in t = ln r
def shoot(n, kap):
    Ep = sommerfeld(Z, n, kap)
    rm = 0.5*Z/abs(Ep)
    rinf = 2*rm+40/np.sqrt(-2*Ep)
    r0, V0 = 1e-4*RN, -1.5*Z/RN
    def mismatch(E):
        def rhs(t, f):
            r = np.exp(t)
            v = -Z/r if r > RN else -Z*(3-(r/RN)**2)/(2*RN)
            return [-kap*f[0]+r*(E-v+2*C*C)/C*f[1], kap*f[1]-r*(E-v)/C*f[0]]
        go = lambda ra, rb, f: solve_ivp(rhs, (np.log(ra), np.log(rb)), f, method='DOP853',
                                         rtol=1e-11, atol=1e-14).y[:, -1]
        if kap < 0:
            f0 = [1., -r0*(E-V0)/(C*(1-2*kap))]
        else:
            f0 = [r0*(E-V0+2*C*C)/(C*(1+2*kap)), 1.]
        o = go(RN, rm, go(r0, RN, f0))
        i = go(rinf, rm, [1., -np.sqrt(-E/(E+2*C*C))])
        return (o[0]*i[1]-o[1]*i[0])/(np.hypot(*o)*np.hypot(*i))
    top = Ep+0.2*(sommerfeld(Z, n+1, kap)-Ep)
    return brentq(mismatch, Ep*(1+1e-6), top, xtol=1e-9, rtol=1e-11)

def split(s, kap, ref):
    cut = 0.5*(ref[-1]+sommerfeld(Z, nmin(kap)+len(ref), kap))
    _, low, U = solve(s, kap, sphere, 'equal')
    below = [j for j in range(len(low)) if low[j] < cut]
    extra = [j for j in below if np.min(abs(low[j]/ref-1)) > 1e-4]
    phys = [low[j] for j in below if j not in extra]
    assert len(phys) == len(ref) and len(extra) == (1 if kap > 0 else 0)
    return phys, [(low[j], U[:s.n-2, j]) for j in extra]

print("Hg79+ sphere nucleus (hartree): n kappa point shooting DKB equal")
refs = {}
for kap, cnt in ((-1, 3), (1, 2), (-2, 2), (2, 2)):
    ref = refs[kap] = np.array([shoot(nmin(kap)+j, kap) for j in range(cnt)])
    dkb = solve(sp, kap, sphere, 'dkb')[1]
    assert np.all(abs(dkb[:cnt]/ref-1) < 1e-7)
    phys, extra = split(sp, kap, ref)
    for j in range(cnt):
        nn = nmin(kap)+j
        print(f" {nn} {kap:+d} {sommerfeld(Z, nn, kap):.6f} {ref[j]:.6f} {dkb[j]:.6f} {phys[j]:.6f}")
    print(f"  kappa={kap:+d}: max rel. DKB error {np.max(abs(dkb[:cnt]/ref-1)):.1e}")
    for E, cf in extra:
        flips = int(np.sum(cf[1:]*cf[:-1] < 0))
        assert flips > len(cf)/2
        print(f"  false level {E:.3f} hartree = {E*KEV:.3f} keV; sign changes {flips} of {len(cf)-1}")
false = {}
for k in (6, 8):
    s = Splines(breaks, k)
    false[k] = split(s, 1, refs[1])[1][0][0]
    e2p = solve(s, 1, sphere, 'dkb')[1][0]
    e1s = solve(s, -1, sphere, 'dkb')[1][0]
    assert abs(e2p/refs[1][0]-1) < 1e-7 and abs(e1s/refs[-1][0]-1) < 1e-7
    assert abs(false[k]/refs[-1][0]-1) > 0.05
    print(f"k={k}: false +1 level {false[k]:.3f}; DKB 1s {e1s:.6f}, 2p1/2 {e2p:.6f} hartree")
assert abs(false[6]/false[8]-1) > 0.01
print(f"1s = {refs[-1][0]*KEV:.5f} keV; 2p1/2 = {refs[1][0]*KEV:.5f} keV")
print(f"1s nuclear-size shift = {refs[-1][0]-sommerfeld(Z, 1, -1):.6f} hartree")
print("PASS")
```

Output:

```
c = 137.035999178 a.u.; Z = 80; R_nuc = 7.0 fm = 1.322808e-04 bohr
order k = 7; splines = 94; box = 1.5 bohr; knot ratio = 1.12378
2c^2 = 37557.730 hartree; radius Z/2c^2 = 2.1301e-03 bohr
equal bases, point nucleus, Z=80 (hartree):
 kappa=+1: -3532.192053  -1: -3532.192053  Sommerfeld(-1): -3532.192093
 true lowest +1: -904.847783; max rel. spectrum diff 2.2e-14
 gamma = 0.811906; 2nd level sigma^2 = 7029.67976, formula 7029.67976 bohr^-2
 kappa=+2: -817.807495  -2: -817.807495  Sommerfeld(-2): -817.807495
 true lowest +2: -366.142710; max rel. spectrum diff 1.5e-14
 gamma = 1.912901; 2nd level sigma^2 = 956.33532, formula 956.33532 bohr^-2
alternating-mode slope, k=3: -5.00000000
alternating-mode slope, k=4: -7.00000000
alternating-mode slope, k=5: -9.00000000
alternating-mode slope, k=7: -13.00000000
H, k=3, h=0.25, box 60 bohr, equal, kappa=+1: -0.5000064, -0.1250021 hartree
 ln envelope ratio r=9.875->19.875 bohr: -1.8547, predicted -1.8601
 kinetic energy projected 0.5000, unprojected 87.66 hartree
H, k=5, h=0.5, box 40: Ritz p levels -0.12500000, -0.05555475 hartree
 DKB-Ritz 2p: c=100 -3.9064e-06, c=200 -9.7657e-07 hartree; c^2*shift -0.03906
DKB charge-conjugation max rel. deviation 5.5e-14
DKB point Z=1: rel. error, 3 levels, kappa -1,+1,-2,+2: 1.9e-10 2.6e-11 1.6e-11 1.9e-09
DKB point Z=20: rel. error, 3 levels, kappa -1,+1,-2,+2: 2.9e-09 1.3e-11 1.7e-12 1.8e-09
DKB point Z=50: rel. error, 3 levels, kappa -1,+1,-2,+2: 1.9e-08 6.9e-10 1.7e-12 1.4e-09
DKB point Z=80: rel. error, 3 levels, kappa -1,+1,-2,+2: 2.8e-07 4.1e-08 1.6e-12 9.2e-10
naive origin rule Z=50 kappa=-1: -10510.413 -1294.626 -326.495 hartree
  true -1294.626 -326.495 -143.830; worst level no. 1, inner sign changes 39 of 39
naive origin rule Z=50 kappa=+1: -326.495 -143.830 -80.370 hartree
  true -326.495 -143.830 -80.370; worst level no. 1, inner sign changes 0 of 39
Hg79+ sphere nucleus (hartree): n kappa point shooting DKB equal
 1 -1 -3532.192093 -3530.205744 -3530.205744 -3530.205744
 2 -1 -904.847783 -904.508523 -904.508523 -904.508523
 3 -1 -392.083687 -391.981866 -391.981866 -391.981866
  kappa=-1: max rel. DKB error 5.2e-13
 2 +1 -904.847783 -904.820510 -904.820510 -904.820510
 3 +1 -392.083687 -392.074054 -392.074054 -392.074054
  kappa=+1: max rel. DKB error 2.7e-12
  false level -1574.041 hartree = -42.832 keV; sign changes 91 of 91
 2 -2 -817.807495 -817.807495 -817.807495 -817.807495
 3 -2 -366.142710 -366.142710 -366.142710 -366.142710
  kappa=-2: max rel. DKB error 5.3e-13
 3 +2 -366.142710 -366.142710 -366.142710 -366.142710
 4 +2 -205.577127 -205.577127 -205.577127 -205.577127
  kappa=+2: max rel. DKB error 2.3e-13
  false level -683.704 hartree = -18.605 keV; sign changes 91 of 91
k=6: false +1 level -1798.526; DKB 1s -3530.205744, 2p1/2 -904.820510 hartree
k=8: false +1 level -1392.716; DKB 1s -3530.205744, 2p1/2 -904.820510 hartree
1s = -96.06179 keV; 2p1/2 = -24.62142 keV
1s nuclear-size shift = 1.986349 hartree
PASS
```
